# Solid–solid transition temperature of two polymorphs from their melting data

**Question**

I'm stuck on this exercise. A molecular compound has two crystal forms. Form I melts at 400 K with a fusion enthalpy of 25 kJ/mol, and form II melts at 390 K with a fusion enthalpy of 28 kJ/mol. Neglecting heat-capacity differences, I have to show that the transition between the two solids lies near 323 K.

I can get the enthalpy of the transition from a cycle through the liquid: melt II, then freeze the liquid to I, which gives 28 − 25 = 3 kJ/mol. But a transition temperature also needs an entropy, and none is given. Three things bother me as well:

1. The two fusion enthalpies belong to different temperatures. May I subtract them at all?
2. At 323 K neither solid melts. Why should melting data say anything about that temperature?
3. Does "neglecting heat-capacity differences" mean between the two solids, or between solid and liquid too?

**Answer**

Your cycle is the right start. The missing entropy is hidden in the melting points, and your third question decides whether the subtraction in the first is allowed.

**What is assumed**

Both forms are pure, have the same composition and melt to the same liquid, and everything is at one low pressure. I write $T_1, h_1$ for the melting temperature and molar fusion enthalpy of form I, and $T_2, h_2$ for those of form II. Fusion quantities are liquid minus solid. Transition quantities are I minus II, so they describe the change II → I.

I take "neglecting heat-capacity differences" to mean that the liquid and both solids have the same heat capacity $C_p$ at each temperature. It may vary with temperature, as long as it varies in the same way for all three. Equal heat capacities of the two solids alone would not be enough, as shown further down.

**The entropy from the melting point**

At its melting temperature a solid is in equilibrium with the liquid, so their molar Gibbs energies are equal. With $G=H-TS$, and $s_i$ for the fusion entropy,

$$0=G_L-G_i=h_i-T_i s_i \quad\Rightarrow\quad s_i=\frac{h_i}{T_i}.$$

The numbers are

$$s_1=\frac{25\,000}{400}=62.500\ \mathrm{J/(mol\,K)},\qquad s_2=\frac{28\,000}{390}=71.795\ \mathrm{J/(mol\,K)}.$$

**Carrying the fusion data to another temperature**

At constant pressure, $dH/dT=C_p$ and $dS/dT=C_p/T$ for each phase. For the difference between liquid and solid this gives

$$\frac{d(H_L-H_i)}{dT}=C_{p,L}-C_{p,i}=0,\qquad \frac{d(S_L-S_i)}{dT}=\frac{C_{p,L}-C_{p,i}}{T}=0.$$

In this approximation the fusion enthalpy and entropy therefore keep their melting-point values at every temperature. That answers your first question: the 25 and the 28 kJ/mol may be subtracted because neither changes on the way to a common temperature.

The difference in Gibbs energy does change, because the entropy term carries a factor $T$:

$$G_L-G_i=h_i-Ts_i=h_i-T\frac{h_i}{T_i}=h_i\left(1-\frac{T}{T_i}\right).$$

Below $T_i$ this is positive, so the solid is more stable than the liquid. The liquid in this expression is then a supercooled one. It need not be present in any experiment at 323 K. It serves as a common reference level, and that answers your second question: each melting point, together with its fusion enthalpy, fixes the Gibbs energy of one solid relative to the same liquid.

**The transition temperature**

Subtract the expression for form I from the one for form II. The liquid drops out:

$$G_I-G_{II}=(G_L-G_{II})-(G_L-G_I)=h_2\left(1-\frac{T}{T_2}\right)-h_1\left(1-\frac{T}{T_1}\right).$$

Collecting the terms without and with $T$,

$$G_I-G_{II}=\underbrace{(h_2-h_1)}_{\Delta H}-T\underbrace{\left(\frac{h_2}{T_2}-\frac{h_1}{T_1}\right)}_{\Delta S}.$$

So the transition II → I has

$$\Delta H=28.00-25.00=3.00\ \mathrm{kJ/mol},\qquad \Delta S=71.795-62.500=9.295\ \mathrm{J/(mol\,K)}.$$

The enthalpy is your 3 kJ/mol, and the entropy comes from the same cycle. The two solids are in equilibrium where $G_I-G_{II}=0$, that is, at

$$T_t=\frac{\Delta H}{\Delta S}=\frac{h_2-h_1}{h_2/T_2-h_1/T_1}=\frac{3000\ \mathrm{J/mol}}{9.295\ \mathrm{J/(mol\,K)}}\approx 323\ \mathrm{K},$$

or about 50 °C. Keep enough digits in the two entropies: they are large and close to each other, and only their difference counts.

**Which form is stable where**

Equal Gibbs energies alone do not make this a transition between stable phases, since the liquid might lie lower than both. To check, use $\Delta H=T_t\Delta S$ and write

$$G_I-G_{II}=\Delta S\,(T_t-T).$$

Since $\Delta S>0$, form II is the lower solid below $T_t$ and form I the lower one above. The liquid lies above form I up to 400 K and above form II up to 390 K. Form II is therefore the stable phase below 323 K, form I from 323 K to 400 K, and the liquid above 400 K. Some values in kJ/mol:

| $T$ (K) | $G_L-G_I$ | $G_L-G_{II}$ | $G_I-G_{II}$ |
|---|---|---|---|
| 300 | 6.250 | 6.462 | 0.212 |
| 322.76 | 4.828 | 4.828 | 0.000 |
| 350 | 3.125 | 2.872 | −0.253 |
| 390 | 0.625 | 0.000 | −0.625 |

The last row shows that the melting of II at 390 K is metastable. Form II and the liquid are in balance there, but form I lies 0.625 kJ/mol below both. This melting point can be measured only if form II persists up to 390 K although form I is more stable there, so the data presuppose a solid–solid transformation that is slow compared with the measurement. For the same reason, the temperature at which a sample is seen to transform on heating or cooling can differ from the equilibrium temperature $T_t$.

**When such a transition exists**

The formula returns a number for almost any input, so it helps to know when that number means something. Let form I be the higher-melting one, $T_1>T_2$.

Suppose first that $h_2>h_1$, as here. Dividing the larger enthalpy by the smaller temperature gives the larger entropy, so $\Delta S>0$ and $T_t>0$. The distance to the lower melting point is

$$T_2-T_t=\frac{T_2\Delta S-\Delta H}{\Delta S}=\frac{h_2-h_1T_2/T_1-h_2+h_1}{\Delta S}=\frac{h_1(1-T_2/T_1)}{\Delta S}>0.$$

The crossing thus lies below both melting points. In the example the distance is $625/9.295=67.2$ K.

Now suppose that $h_2\le h_1$. For any temperature with $0<T\le T_2$ we have $0\le 1-T/T_2<1-T/T_1$, because $T_2<T_1$. Then

$$G_I-G_{II}=h_2\left(1-\frac{T}{T_2}\right)-h_1\left(1-\frac{T}{T_1}\right)<0,$$

and form I is the more stable solid all the way up to the melting point of II. There is no transition, whatever number the formula returns.

Within this model, then, the two solids exchange stability below their melting points if the higher-melting form has the smaller fusion enthalpy, and not otherwise. The physical reason is that the form with the larger fusion enthalpy has the lower enthalpy and wins at low temperature, where $TS$ matters little. At $T_2$ form I is always the lower solid, because it has not yet melted while form II is level with the liquid. A crossing below the melting points therefore needs form II to be the winner at low temperature. Having the lower entropy as well is necessary for losing the lead on heating, but not sufficient: with $h_2=22$ kJ/mol form I has both the lower enthalpy and the lower entropy, and the two lines cross only at about 493 K, above both melting points. The rule rests on the equal heat capacities. If the liquid exceeds both solids by a constant gap $c$, the solids cross whenever $h_1-h_2<c\,(T_1-T_2)$, so the rule can fail for enthalpy differences of a few kJ/mol when the melting points lie far apart: for $c=100$ J/(mol K), $T_2=360$ K and $h_2=23$ kJ/mol the crossing is at about 168 K. A heat-capacity difference between the solids can also remove a crossing although $h_2>h_1$: for $h_2=25.5$ kJ/mol and constant gaps of 90 J/(mol K) for I and 100 J/(mol K) for II there is none below 390 K. With a liquid–solid gap of 100 J/(mol K), treated below, $h_2=24.9$ kJ/mol is smaller than $h_1$, and yet the solids cross at about 232 K.

Two limits fit this picture. If $T_2\to T_1$ with $h_2>h_1$ fixed, the distance $T_2-T_t$ goes to zero and both solids and the liquid meet at one temperature. If $h_2\to h_1$ with the melting points fixed, $\Delta H\to0$ while $\Delta S$ stays positive, so $T_t\to0$. The second limit should not be taken literally, because equal heat capacities cannot be trusted over so long an extrapolation.

**The same result from the vapour**

There is a second route, useful if the solid is to be evaporated. Let $h_v(T)$ be the enthalpy of vaporization of the liquid. For an ideal vapour and a condensed phase of negligible volume, the vapour pressure obeys

$$\frac{d\ln p_L}{dT}=\frac{h_v}{RT^2},\qquad \frac{d\ln p_i}{dT}=\frac{h_v+h_i}{RT^2},$$

since sublimation costs the fusion enthalpy on top of the vaporization enthalpy. At $T_i$ the solid and the liquid have the same vapour pressure. Subtracting the two equations and integrating from $T_i$ to $T$,

$$\ln\frac{p_i}{p_L}=\int_{T_i}^{T}\frac{h_i}{RT'^2}\,dT'=-\frac{h_i}{R}\left(\frac1T-\frac1{T_i}\right)=-\frac{h_i}{RT}\left(1-\frac{T}{T_i}\right).$$

The difference between the two solids is

$$\ln\frac{p_I}{p_{II}}=\frac{1}{RT}\left[h_2\left(1-\frac{T}{T_2}\right)-h_1\left(1-\frac{T}{T_1}\right)\right]=\frac{G_I-G_{II}}{RT}.$$

The vaporization enthalpy has cancelled, and the sublimation curves cross at the same $T_t$. Numerical integration of the two curves puts the crossing at 322.76 K, in agreement with the formula.

The less stable form has the higher vapour pressure. At 300 K, $212/(8.314\times300)=0.085$, so $p_I/p_{II}=e^{0.085}\approx1.09$. At 380 K the ratio is 0.845, and form II has become the more volatile one.

**What the neglected heat capacities do**

This is your third question. Let the liquid have a heat capacity larger than that of both solids by the same constant $c$. The two solids still have equal heat capacities, but the fusion quantities now depend on temperature. Integrating from $T_i$ down to $T$,

$$h_i(T)=h_i-c\,(T_i-T),\qquad s_i(T)=\frac{h_i}{T_i}-c\ln\frac{T_i}{T}.$$

In the differences between the solids, $T$ cancels but the melting points do not:

$$h_2(T)-h_1(T)=h_2-h_1+c\,(T_1-T_2),$$

$$s_2(T)-s_1(T)=\Delta S+c\ln\frac{T_1}{T_2}.$$

The equilibrium temperature becomes

$$T_t(c)=\frac{h_2-h_1+c\,(T_1-T_2)}{\Delta S+c\ln(T_1/T_2)}.$$

For $c=100$ J/(mol K) the correction to the enthalpy is $100\times10=1000$ J/mol, and $\ln(400/390)=0.02532$, so

$$T_t=\frac{3000+1000}{9.295+2.532}\approx338\ \mathrm{K}.$$

This is 15.5 K above the simple result. For $c=50$ J/(mol K) the temperature is 331 K, a shift of 8.7 K. The cause is the 10 K between the melting points: the fusion data of I refer to a temperature 10 K higher, so its enthalpy must be lowered by $10c$ and its entropy by $c\ln(T_1/T_2)$ before they can be compared with those of II. Each correction is large on its own, and they work against each other. For $c=100$ J/(mol K) the enthalpy correction alone would give $4000/9.295\approx430$ K, and the entropy correction alone $3000/11.827\approx254$ K. At 322.76 K the two together leave only $1000-322.76\times2.532\approx183$ J/mol in $G_I-G_{II}$, and $183/11.827\approx15.5$ K is the shift.

The direction of the shift can be seen in the formula. The added terms have the ratio $(T_1-T_2)/\ln(T_1/T_2)$, which lies between $T_2$ and $T_1$ because the slope of $\ln T$ there lies between $1/T_1$ and $1/T_2$. A positive $c$ therefore mixes in a temperature between 390 and 400 K and pulls $T_t$ upwards.

A difference between the two solids has its own effect. Keep the gap of 100 J/(mol K) for form II and let form I have a heat capacity 5 J/(mol K) higher than form II, so that its gap is 95. The transition then moves from 338.2 to 335.9 K. It moves down because $\partial^2G/\partial T^2=-C_p/T$: with $G_I$ and its slope fixed at the melting point, a larger heat capacity bends $G_I$ to lower values at lower temperatures, which extends the range of form I downwards.

**How errors in the data carry over**

Call the condition of equilibrium $F=0$, with

$$F=h_2\left(1-\frac{T_t}{T_2}\right)-h_1\left(1-\frac{T_t}{T_1}\right).$$

Its derivative with respect to $T_t$ is $-\Delta S$. If an input $x$ changes by $dx$, then $F$ stays zero if $(\partial F/\partial x)\,dx-\Delta S\,dT_t=0$. Hence $dT_t/dx=(\partial F/\partial x)/\Delta S$, and

$$\frac{\partial T_t}{\partial h_2}=\frac{1-T_t/T_2}{\Delta S},\qquad \frac{\partial T_t}{\partial h_1}=-\frac{1-T_t/T_1}{\Delta S},$$

$$\frac{\partial T_t}{\partial T_2}=\frac{h_2T_t}{T_2^2\,\Delta S},\qquad \frac{\partial T_t}{\partial T_1}=-\frac{h_1T_t}{T_1^2\,\Delta S}.$$

The values are 18.5 and −20.8 K per kJ/mol for the two enthalpies, and 6.4 and −5.4 K per K for the two melting points. With assumed independent errors of 0.5 kJ/mol in each enthalpy and 0.5 K in each melting point, the contributions to first order are 9.3, 10.4, 3.2 and 2.7 K. Their root sum of squares is about 15 K. Errors of this size are at the edge of the first-order estimate, and the spread is skewed towards low temperatures: raising $h_1$ by 0.5 kJ/mol lowers $T_t$ by 12.0 K, while lowering it by the same amount raises $T_t$ by only 9.2 K. The small $\Delta S$ in every denominator is responsible: the two Gibbs-energy lines cross at a shallow angle, so a small vertical displacement moves the crossing a long way. For the enthalpies $\Delta S$ enters twice, because the distance from the melting points in the numerator is itself proportional to $1/\Delta S$; for example $\partial T_t/\partial h_2=h_1(1-T_2/T_1)/(T_2\,\Delta S^2)$.

Pressures near atmospheric matter far less. A pressure $p$ adds $p\,\Delta V$ to $G_I-G_{II}$ if the volume change $\Delta V$ is constant, and so shifts $T_t$ by $p\,\Delta V/\Delta S$. For an assumed $\Delta V=5$ cm³/mol and 1 bar, $p\,\Delta V=0.5$ J/mol and the shift is $0.5/9.295\approx0.05$ K.

**Beside a real material**

The data of the exercise are in the rough range of solid metal β-diketonates, which are used as precursors for vapour deposition: melting points of some hundreds of kelvin and fusion enthalpies of some tens of kJ/mol. They are not the data of a particular compound. One assumption open to doubt for such a solid is the equal heat capacity of liquid and crystal. If the gap is 50 to 100 J/(mol K), which I take as a rough range, the transition moves up by about 9 to 15 K. For a source that delivers saturated vapour at a fixed 300 K, the model with equal heat capacities gives a precursor pressure about 9 % higher from form I than from form II. With a gap of 100 J/(mol K) for both solids, $G_I-G_{II}=4000-300\times11.827\approx452$ J/mol, and the difference is about 20 %. Either way, a batch containing the metastable form would not deliver the same amount.

The answer to the exercise is thus 323 K under its stated approximation. As a prediction for a real compound with such data, I would trust it to some tens of kelvin. The numerical output below lists most of the values used here.

## Computed results

```
Form I: melting temperature 400 K
Form I: fusion enthalpy 25.0 kJ/mol
Form I: fusion entropy 62.500 J/(mol K)
Form II: melting temperature 390 K
Form II: fusion enthalpy 28.0 kJ/mol
Form II: fusion entropy 71.795 J/(mol K)
Transition II->I: enthalpy 3.00 kJ/mol
Transition II->I: entropy 9.295 J/(mol K)
Transition temperature, formula: 322.76 K
Transition temperature, formula: 49.6 deg C
Same, integrated heat capacities: 322.76 K
Same, crossing sublimation curves: 322.76 K
Crossing lies below melting of II by 67.24 K
T=300.00 K: G_L-G_I=6.250, G_L-G_II=6.462, G_I-G_II=0.212 kJ/mol
T=322.76 K: G_L-G_I=4.828, G_L-G_II=4.828, G_I-G_II=0.000 kJ/mol
T=350.00 K: G_L-G_I=3.125, G_L-G_II=2.872, G_I-G_II=-0.253 kJ/mol
T=390.00 K: G_L-G_I=0.625, G_L-G_II=0.000, G_I-G_II=-0.625 kJ/mol
Vapour-pressure ratio p_I/p_II at 300 K: 1.089
Vapour-pressure ratio p_I/p_II at 380 K: 0.845
dTt/dh2: 18.55 K per kJ/mol
dTt/dh1: -20.78 K per kJ/mol
dTt/dT2: 6.39 K per K
dTt/dT1: -5.43 K per K
Assumed independent errors: 0.5 kJ/mol in each h, 0.5 K in each melting point
Resulting error of Tt (root sum of squares): 14.5 K
Liquid-solid gap 50 J/(mol K): Tt=331.4 K, shift +8.7 K
Liquid-solid gap 100 J/(mol K): Tt=338.2 K, shift +15.5 K
Gap 100 for II, Cp of I higher than II by 5 J/(mol K): Tt=335.9 K
Change due to that solid-solid difference: -2.3 K
Assumed volume change II->I: 5.0 cm3/mol
Shift of Tt from zero pressure to 1 bar: +0.054 K
```
